# Why boundary traps can leave nanocrystalline grains with nearly flat bands

**Q:** My zinc oxide films have grains about 10 nm wide, and their boundaries are full of electron traps. I expected a tall barrier at every boundary. Could the bands nevertheless be nearly flat?

**A:** They could. A trap bends the bands only when it holds charge, and in a neutral film the trapped electrons must come from the grains. A narrow grain has few to give.

Take flat, parallel boundaries a distance $L$ apart. The grains contain ionised donors of uniform density $N$, and each boundary has $N_t$ traps per unit area. A trap is neutral when empty and carries charge $-q$ when filled, with $q>0$. There is no gate for the moment.

Suppose the traps take every donor electron. Each boundary then receives the electrons of half a grain on its left and half a grain on its right, which makes

$$
\frac{NL}{2}+\frac{NL}{2}=NL
$$

electrons per unit area. This is possible if $NL<N_t$ and the traps are deep enough. The trapped charge is then set by the donors, and the remaining traps stay empty and neutral.

Let me use rough values for a zinc oxide film: $N=5\times10^{17}\ \mathrm{cm^{-3}}$, $N_t=2\times10^{12}\ \mathrm{cm^{-2}}$ and $L=10$ nm $=10^{-6}$ cm. The grain supplies $NL=5\times10^{11}\ \mathrm{cm^{-2}}$, enough to fill one quarter of the traps.

**Q:** That limits the charge. How do I get from the charge to the height of the barrier?

**A:** With Poisson's equation. Put $x=0$ at the centre of a grain, so that its boundaries lie at $x=\pm L/2$. If $\phi$ is the electrostatic potential, an electron has potential energy $-q\phi$, and the conduction-band edge $E_c$ follows it. With free-electron density $n$, the charge density inside the grain is $\rho=q(N-n)$. Since $\phi''=-\rho/\varepsilon$,

$$
E_c''=-q\phi''=\frac{q\rho}{\varepsilon}=\frac{q^2}{\varepsilon}(N-n).
$$

The two minus signs cancel, so positive donor charge makes the band edge curve upwards away from the centre.

In full depletion $n$ is negligible compared with $N$. The grain is symmetric, hence $E_c'(0)=0$. One integration gives the slope and a second gives the height:

$$
E_c'(x)=\frac{q^2N}{\varepsilon}x,\qquad
E_c(x)-E_c(0)=\frac{q^2N}{2\varepsilon}x^2 .
$$

At the boundary $x=L/2$, so $x^2=L^2/4$ and the barrier is

$$
E_b=\frac{q^2N}{2\varepsilon}\,\frac{L^2}{4}=\frac{q^2NL^2}{8\varepsilon}.
$$

One factor of $L$ comes from the amount of charge, which sets the field at the boundary. The other comes from the distance over which the field acts. Halving the grain width at fixed doping therefore divides the barrier by four.

**Q:** How small must the grain be before I may call the bands flat?

**A:** For thermal electrons the natural measure is $kT$. Define the Debye length with the donor density,

$$
L_D^2=\frac{\varepsilon kT}{q^2N},
\qquad\text{so that}\qquad
\frac{q^2N}{\varepsilon}=\frac{kT}{L_D^2}.
$$

Substitution into the barrier gives

$$
\frac{E_b}{kT}=\frac{L^2}{8L_D^2}.
$$

The barrier is below $kT$ when $L<\sqrt8\,L_D$. Here $L_D$ is a measure of the donor charge. It is not the screening length of the few electrons left in the grain, which is far longer.

With relative permittivity 8.5 and $T=300$ K, $kT=25.85$ meV and $L_D=4.928$ nm. For the 10 nm grain,

$$
\frac{E_b}{kT}=\frac{10^2}{8(4.928)^2}=\frac{100}{194.3}=0.515,
$$

and $E_b=0.515\times25.85\ \mathrm{meV}=13.3$ meV. The width at which the barrier equals $kT$ is $\sqrt8\times4.928=13.9$ nm.

**Q:** You assumed that the traps win all the electrons. What decides whether they do?

**A:** Both their number and their depth. Let the trap level lie $D$ below the band edge at the boundary, and let $n_b$ be the free-electron density there. For non-degenerate electrons,

$$
n_b=N_c\,e^{-(E_{c,b}-E_F)/kT},
$$

where $N_c$ is the effective density of states, $E_{c,b}$ the band edge at the boundary and $E_F$ the Fermi level. Setting the trap's spin degeneracy factor to one, its occupation is

$$
f=\frac{1}{1+e^{(E_{c,b}-D-E_F)/kT}}
=\frac{1}{1+n_1/n_b}=\frac{n_b}{n_b+n_1},
\qquad n_1=N_c e^{-D/kT}.
$$

Solving for $n_b$ gives $n_b=n_1f/(1-f)$. In full depletion $f=NL/N_t$, so $f/(1-f)=NL/(N_t-NL)$. The electron density at the centre is larger than $n_b$ by the Boltzmann factor of the barrier. The assumption is therefore consistent if

$$
\frac{n(0)}{N}=\frac{n_1}{N}\,\frac{NL}{N_t-NL}\,e^{L^2/8L_D^2}\ll1 .
$$

For $D=0.5$ eV and an effective mass of 0.28 electron masses, $N_c=3.72\times10^{18}\ \mathrm{cm^{-3}}$ and $n_1\approx1.5\times10^{10}\ \mathrm{cm^{-3}}$. With $f=1/4$, $n_b=n_1/3\approx4.9\times10^9\ \mathrm{cm^{-3}}$. Multiplying by $e^{0.515}=1.67$ gives about $8.3\times10^9\ \mathrm{cm^{-3}}$ at the centre, or $1.7\times10^{-8}$ of the donor density. The grain is thoroughly depleted.

**Q:** Can this be checked without putting depletion in from the start?

**A:** Yes, by keeping the electrons in Poisson's equation. Write $u=[E_c(x)-E_c(0)]/kT$ and $\nu=n(0)/N$. In equilibrium $n=n(0)e^{-u}$, so

$$
u''=\frac{1-\nu e^{-u}}{L_D^2},\qquad u(0)=u'(0)=0 .
$$

The trapped charge must balance the net charge of one grain:

$$
N_tf=\int_{-L/2}^{L/2}(N-n)\,dx
=NL_D^2\int_{-L/2}^{L/2}u''\,dx
=2NL_D^2\,u'(L/2).
$$

The last step uses $u'(-L/2)=-u'(L/2)$. Together with the expression for $f$, this determines $\nu$.

A numerical solution for 10 nm returns $u(L/2)=0.5147$, the same as the depletion formula to the digits shown, with a trap filling of 0.2500. Ten times as many traps leave the barrier at 0.5147 $kT$ and lower the filling to 0.0250. Once the grain is empty, traps added equally to every boundary have nothing to catch.

**Q:** Then does the square law continue to hold as the grains grow?

**A:** Up to about $L=N_t/N=40$ nm in this example. At 30 nm the formula and the full solution both give 4.63 $kT$. At 40 nm they give 8.24 and 8.16, and at 60 nm 18.5 and 9.06. By then the traps are practically full and electrons remain in the grain. Between 13.9 and roughly 40 nm the grains are fully depleted but not flat, so the two descriptions must be kept apart.

The wide-grain limit follows from multiplying Poisson's equation by $u'$. Both sides become derivatives, and integration from the centre gives

$$
\frac{(u')^2}{2}=\frac{u+\nu(e^{-u}-1)}{L_D^2}.
$$

In a wide grain the centre is neutral, $\nu\to1$. With full traps the charge balance gives $u'(L/2)=N_t/(2NL_D^2)$. Inserting this and multiplying by $L_D^2$, we find for $u_b=u(L/2)$

$$
u_b-1+e^{-u_b}=\frac{N_t^2}{8N^2L_D^2}.
$$

The right-hand side is 8.235, so $u_b\approx9.235$. The full solution at 100 nm is 9.227, or 239 meV. Increasing the width further merely adds neutral material in the middle.

**Q:** Suppose my traps are scarce or shallow. Might a narrow grain then have a larger barrier than your formula says?

**A:** Not in this neutral model, as long as all boundaries are identical and all grains equally wide. Since $n\ge0$, the equation for $u$ implies $u''\le1/L_D^2$. Integrating twice from the centre gives

$$
u_b\le\frac{L^2}{8L_D^2}
$$

for any filling of the traps. Free electrons can only reduce the positive charge. I tested this bound for widths of 4, 12 and 40 nm, trap densities from $2\times10^{11}$ to $2\times10^{13}\ \mathrm{cm^{-2}}$, and depths from 0.1 to 0.9 eV. The solved barrier ranged from 0.041 to 1.000 times the formula.

The bound needs $u'(0)=0$, that is, equal boundaries on both sides. A boundary with more or deeper traps takes electrons from its neighbours. The band minimum then moves to a distance $a>L/2$ from it, and in full depletion its barrier is $a^2/2L_D^2$. If every second boundary of the 10 nm film has three or ten times the traps, its barrier is 0.85 or 1.24 $kT$. If its traps are 50 meV deeper, the barrier is 1.01 $kT$.

There is also a bound set by the traps. As $u$ rises towards the boundary, $n$ falls, so $u''$ increases outwards. The curve $u'(x)$ then lies on or below the straight line from zero at the centre to $u'(L/2)$ at the boundary. The area under that line is a triangle of base $L/2$, hence

$$
u_b\le\frac12\,\frac L2\,u'(L/2)
=\frac L4\,\frac{N_tf}{2NL_D^2}
\le\frac{N_tL}{8NL_D^2}.
$$

This is nearly an equality when a narrow grain has few, filled traps, because the leftover electrons spread almost evenly. For $L=5$ nm and $N_t=10^{11}\ \mathrm{cm^{-2}}$, it gives 0.0515, while the full solution is 0.0508. About 60 per cent of the donor electrons remain free there. Small width thus ensures a low barrier in this model, but it does not by itself ensure depletion.

**Q:** If the barrier is only half of $kT$, my film should conduct well, shouldn't it?

**A:** No. The barrier is low because a narrow grain has few electrons to give, and the traps have taken nearly all of them. In the 10 nm grain the Fermi level lies 0.515 eV below the band edge at the centre.

Compare the densities of free electrons at the top of the barrier, with doping and traps held fixed. The 10 nm grain has $n_b\approx5\times10^9\ \mathrm{cm^{-3}}$. The 100 nm grain has

$$
n_b=0.997\,(5\times10^{17})\,e^{-9.227}\approx5\times10^{13}\ \mathrm{cm^{-3}},
$$

ten thousand times more, despite its much taller barrier. This takes every donor as ionised. If the donors lie 35 to 50 meV below the band edge, 40 to 50 per cent of those in the middle of the wide grain are neutral, and the ratio is roughly halved. Flat bands remove an obstacle for each carrier, but they do not provide carriers.

This also affects the reading of an activation energy. In full depletion $f$ is fixed by $NL/N_t$, so $n_b=N_ce^{-D/kT}f/(1-f)$ is activated mainly by the trap depth of 0.5 eV, not by the 13 meV barrier. The barrier itself does not depend on temperature if $N$ and $\varepsilon$ do not. The full solution at 400 K again gives 13.3 meV, which is then 0.386 $kT$.

**Q:** A transistor has a gate that supplies electrons. What happens to the flat bands then?

**A:** The limit on trapped charge changes, because the gate can fill traps that the donors could not. Suppose its compensating positive charge acts as a laterally uniform background. The total fixed positive charge may then exceed $N$, so the first bound no longer applies. The triangle argument still does, because free electrons still gather where the band edge is low. In energy units it reads

$$
E_b\le kT\,\frac{N_tL}{8NL_D^2}=\frac{q^2N_tL}{8\varepsilon}.
$$

The donor density has cancelled. For the 10 nm grain the limit is 53 meV, or 2.06 $kT$. It is four times the earlier barrier because $N_t/(NL)=4$. To guarantee a barrier below $kT$ with all traps filled, this model requires

$$
L<\frac{8NL_D^2}{N_t}=\frac{194.3}{40}\ \mathrm{nm}\approx4.9\ \mathrm{nm}.
$$

A very thin film need not have a laterally uniform compensating field, so this is an estimate for a device. Nor can a gate always fill every trap. In a film of thickness $t$ it must supply $(N_t/L-N)t$ electrons per unit area. For $t=30$ nm and 10 nm grains, that charge alone corresponds to about 2 MV/cm in a silicon dioxide insulator with the present $N_t$, and to 13 MV/cm, beyond breakdown, with $N_t=10^{13}\ \mathrm{cm^{-2}}$. Supplying the charge is not sufficient. With the traps averaged over the volume, filling them all would bend the bands across the film by $q^2(N_t/L-N)t^2/2\varepsilon=1.4$ eV, far more than $D$. Free electrons accumulate at the insulator first and screen the gate. At 2 MV/cm about 70 per cent of the traps are filled on average but only about 30 per cent at the back of the film, and 10 MV/cm hardly changes the back.

**Q:** My grains are not slabs. Does their shape matter?

**A:** It matters by a factor of about three for the easiest path. Consider cubes of side $L$ with the trapped charge spread equally over all faces. A periodic stack has three faces per cube, so each carries $NL/3$ electrons per unit area. Poisson's equation is linear when free electrons are negligible. We may therefore add three slab solutions, each with donor density $N/3$:

$$
u=\frac{x^2+y^2+z^2}{6L_D^2}.
$$

Each coordinate contributes $1/(3L_D^2)$ to the Laplacian, and the sum is $1/L_D^2$, as required. At a face centre one coordinate is $L/2$ and the others vanish, so $u=L^2/(24L_D^2)$. That is 0.172, or 4.4 meV. An edge midpoint has twice this value, and a corner has the full slab value. A three-dimensional numerical solution of Poisson's equation with this even face charge confirmed all three. Partly filled traps in equilibrium hold somewhat more charge at the face centres, where the band edge is lowest, and the three values become 0.179, 0.335 and 0.471.

**Q:** How many donors does such a grain contain? Your smooth charge worries me.

**A:** It should. A 10 nm cube contains $NL^3=0.5$ donors on average. If donors are placed independently at random, a fraction $e^{-0.5}\approx0.61$ of the cubes contain none. In full depletion the trapped electrons are just as few, so their charge is uneven too. The unscreened energy of an electron 5 nm from one donor has magnitude 34 meV, larger than the calculated barrier.

The smooth result keeps a definite meaning. With negligible free charge, Poisson's equation is linear, so averaging over donor positions gives the potential of the average charge. The 13 meV is thus the mean rise of the band edge from the central plane of a slab grain to its boundary, provided the average trapped charge is uniform along the boundaries. The mean height an electron must climb on a straight path is larger, because the highest point need not lie at the boundary. Nor does the smooth result describe the landscape in a particular grain, and current will favour easy paths through that landscape.

**Q:** Is it even sensible to treat the electron as a classical particle climbing over 10 nm?

**A:** Only roughly. Its thermal wavelength is 8.1 nm, comparable with the grain. To size the effect, take one parabolic slab barrier between two grain centres, with flat bands outside, and average its quantum transmission $\mathcal T(E)$ over thermal energies:

$$
P=\int_0^\infty \mathcal T(E)\,e^{-E/kT}\,\frac{dE}{kT}.
$$

Classically $\mathcal T$ is zero below $E_b$ and one above it, which gives $P=e^{-E_b/kT}=0.60$. The quantum calculation, with tunnelling and reflection included, gives 0.79. Written as an effective barrier, $-kT\ln P$ is 6.2 meV. For this barrier, wave mechanics makes the bands look flatter still. Interference between successive boundaries is left out.

**Q:** Where does all this leave my real film?

**A:** Grain widths of about ten to several tens of nanometres and boundary trap densities of $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$ are reasonable rough ranges for zinc oxide films. The 10 nm grain is at the narrow end, and doping varies widely with preparation. An operating transistor most directly breaks the assumption of a neutral film: where the gate fills the traps, mainly near the insulator, the slab limit rises from 13 to 53 meV. The random positions of donors and trapped electrons matter as much in an individual grain. Other corrections are smaller here. A permittivity 10 per cent lower, about the size of the crystal's anisotropy, gives 14.8 meV. The boundary field is 0.05 MV/cm, well below the MV/cm scale of breakdown. If 5 V falls evenly over 10 µm, each grain drops 5 mV, less than $kT/q$. Degeneracy is negligible in the depleted grain; in wide grains $N/N_c=0.13$, so Boltzmann statistics are a fair approximation, and incomplete ionisation of the donors is the larger correction.

For your film, first compare $NL$ with $N_t$ to see whether depletion is possible, and then compare $L$ with $\sqrt8\,L_D$. Below that width the smooth-charge barrier of a neutral film with identical boundaries and equal widths is less than $kT$. Real boundaries differ: a random scatter of 50 meV in trap depth lifts the band-edge rise above $kT$ in about half of the 10 nm grains. Individual donors and trapped electrons also make the bands uneven. A wider grain can also have a low barrier if its traps are few. Under gate bias, use the filled-trap limit as well. The numerical output lists the intermediate widths.

## Numbers as computed

```
relative permittivity, mass: 8.5, 0.28
donor density N: 5.00e+17 cm^-3
trap density Nt: 2.00e+12 cm^-2; depth 0.5 eV
temperature 300 K; kT = 25.85 meV
Debye length LD: 4.928 nm
grain width L: 10.0 nm
donors per boundary area N L: 5.00e+11 cm^-2
depletion limit Nt/N: 40.0 nm
barrier/kT, formula: 0.5147
barrier/kT, solved: 0.5147
barrier: 13.31 meV
width for barrier = kT: 13.94 nm
trap filling: 0.2500
central electron density: 8.26e+09 cm^-3
central n/N: 1.65e-08
Ec - EF at centre: 0.515 eV
ten times the traps: barrier/kT 0.5147, filling 0.0250
at 400 K: barrier/kT 0.3860, 13.31 meV, n/N 2.8e-06
width nm | formula/kT | solved/kT | solved meV | n/N | filling
    5 |   0.129 |  0.129 |    3.3 | 4.81e-09 | 0.1250
   10 |   0.515 |  0.515 |   13.3 | 1.65e-08 | 0.2500
   20 |   2.059 |  2.059 |   53.2 | 2.32e-07 | 0.5000
   30 |   4.632 |  4.632 |  119.7 | 9.13e-06 | 0.7500
   40 |   8.235 |  8.160 |  211.0 | 1.82e-02 | 0.9943
   60 |  18.528 |  9.064 |  234.3 | 8.35e-01 | 0.9997
  100 |  51.467 |  9.227 |  238.5 | 9.97e-01 | 0.9997
bound test, solved/formula: 0.041 to 1.000000
few traps: L 5 nm, Nt 1.0e+11 cm^-2
  barrier/kT solved 0.0508, limit 0.0515, n/N 0.610
wide grain: Nt^2/(8 N^2 LD^2) = 8.235
cube barrier/kT: face 0.1716, edge 0.3431, corner 0.5147
cube face barrier: 4.44 meV
all traps filled by gate: 53.2 meV, 2.059 kT
mean donors in cube L^3: 0.50
one donor's energy at L/2: 33.9 meV
thermal wavelength: 8.13 nm
thermal pass fraction: classical 0.5977, quantum 0.7864
quantum effective barrier: 6.21 meV
band density Nc: 3.72e+18 cm^-3; N/Nc 0.134
boundary field: 0.0532 MV/cm
drop per grain, 5 V over 10 um: 5.00 meV/q
barrier if permittivity 10 % lower: 14.78 meV
```
